# Small-Signal Response of One Interface Level to Majority-Carrier Capture: a numerical check

```python
# Result under test: small-signal response of one interface level that exchanges
# electrons with the conduction band, df/dt = c_n n_s (1-f) - e_n f.
#   tau = f0/(c_n n_s),  C_T = q^2 N_t f0 (1-f0)/(kT),
#   Y_t/(j omega) = C_T/(1 + j omega tau) = C_t - j G_p/omega
# f0: steady occupancy; n_s: surface electron density; c_n, e_n: capture
# coefficient and emission rate; N_t: traps per area; psi: surface potential,
# positive for downward band bending. Lengths in cm, energies in eV, time in s.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

Q = const.e
KB_EV = const.k / const.e
EPS0 = const.epsilon_0 / 100.0          # F/cm

# Rough parameters in the regime of an n-type oxidised-silicon capacitor
TEMP = 300.0
DOPING = 1e16
NC_300 = 2.8e19
NI = 1e10
EPS_SEMI, EPS_OX = 11.7, 3.9
OXIDE_NM = 10.0
TRAPS = 1e10
DEPTH = 0.40                            # conduction-band edge minus trap level
SIGMA_CAPTURE = 1e-15
V_THERMAL = 1e7
PSI = -0.20
BARRIER_EV, OXIDE_MASS = 3.1, 0.42
VT = KB_EV * TEMP
CN = SIGMA_CAPTURE * V_THERMAL
BULK_GAP = VT * math.log(NC_300 / DOPING)   # band edge minus Fermi level, bulk


def rates(psi, temp=TEMP):
    """Microscopic capture rate c_n n_s and emission rate e_n, both in 1/s."""
    vt = KB_EV * temp
    cn = CN * math.sqrt(temp / 300.0)
    nc = NC_300 * (temp / 300.0) ** 1.5
    return cn * DOPING * math.exp(psi / vt), cn * nc * math.exp(-DEPTH / vt)


def fermi(psi, depth=DEPTH, g=1.0):
    """Equilibrium occupancy; g is a trap degeneracy factor."""
    level_minus_fermi = BULK_GAP - psi - depth
    return 1.0 / (1.0 + g * np.exp(level_minus_fermi / VT))


def derived(psi, depth=DEPTH):
    """f0, tau and C_T from the derived formulas."""
    f0 = fermi(psi, depth)
    tau = f0 / (CN * DOPING * np.exp(psi / VT))
    return f0, tau, Q * TRAPS * f0 * (1 - f0) / VT


def simulate(psi, amplitude, omega, steps=1000):
    """Periodic solution of the full rate equation under psi + amplitude*cos.
    Returns complex trap capacitance and conductance from average power."""
    capture, emission = rates(psi)
    h = 2 * math.pi / steps

    def slope(theta, f):
        drive = capture * math.exp(amplitude * math.cos(theta) / VT)
        return (drive * (1 - f) - emission * f) / omega

    def advance(theta, f):
        k1 = slope(theta, f)
        k2 = slope(theta + h / 2, f + h * k1 / 2)
        k3 = slope(theta + h / 2, f + h * k2 / 2)
        k4 = slope(theta + h, f + h * k3)
        return f + h * (k1 + 2 * k2 + 2 * k3 + k4) / 6

    # The equation is linear in f, so one period is an affine map of f.
    low, high = 0.0, 1.0
    for i in range(steps):
        low, high = advance(i * h, low), advance(i * h, high)
    f = low / (1 - (high - low))
    response, power = 0.0, 0.0
    for i in range(steps):
        theta = i * h
        response += f * complex(math.cos(theta), -math.sin(theta))
        current = Q * TRAPS * omega * slope(theta, f)
        power += current * amplitude * math.cos(theta)
        f = advance(theta, f)
    cap = Q * TRAPS * 2 * response / steps / amplitude
    return cap, 2 * power / steps / amplitude ** 2


# Free relaxation: steady occupancy and response time from the rate equation
biases = (-0.26, PSI, -0.14)
for psi in biases:
    capture, emission = rates(psi)
    run = solve_ivp(lambda t, f: (1 - f) - emission / capture * f, (0, 40),
                    [0.0], method="DOP853", t_eval=[0.05, 0.15, 40.0],
                    rtol=1e-11, atol=1e-13)
    early, late, final = run.y[0]
    tau_seen = 0.10 / math.log((final - early) / (final - late)) / capture
    f0, tau, c_t = derived(psi)
    assert abs(final - f0) < 1e-7
    assert abs(tau_seen / tau - 1) < 1e-6

# Static trap capacitance from differences of equilibrium occupancy
step = 1e-4
for psi in biases:
    for g in (0.5, 1.0, 2.0):
        f0 = fermi(psi, g=g)
        static = Q * TRAPS * (fermi(psi + step, g=g)
                              - fermi(psi - step, g=g)) / (2 * step)
        assert abs(static / (Q * TRAPS * f0 * (1 - f0) / VT) - 1) < 1e-5

# Full nonlinear equation at small amplitude against the linear admittance
worst = 0.0
for psi in biases:
    f0, tau, c_t = derived(psi)
    for wt in (0.1, 1.0, 10.0):
        cap, conductance = simulate(psi, 1e-4, wt / tau)
        worst = max(worst, abs(cap - c_t / (1 + 1j * wt)) / c_t)
        loss = c_t * wt / (1 + wt ** 2)
        assert abs(conductance * tau / wt - loss) < 2e-5 * c_t
assert worst < 2e-5

# Position and height of the loss peak, from the simulated response
f0, tau, c_t = derived(PSI)
found = minimize_scalar(
    lambda x: simulate(PSI, 1e-4, math.exp(x) / tau, 400)[0].imag / c_t,
    bounds=(-1.5, 1.2), method="bounded", options={"xatol": 1e-5})
peak_wt, peak_height = math.exp(found.x), -found.fun
assert abs(peak_wt - 1) < 2e-3 and abs(peak_height - 0.5) < 2e-5

# Width of C_T against surface potential, from differences of occupancy
psi_half = BULK_GAP - DEPTH


def occupancy_slope(psi):
    return (fermi(psi + step) - fermi(psi - step)) / (2 * step)


top = occupancy_slope(psi_half)
right = brentq(lambda p: occupancy_slope(p) - top / 2, psi_half, psi_half + 0.2)
left = brentq(lambda p: occupancy_slope(p) - top / 2, psi_half - 0.2, psi_half)
width = right - left
assert abs(width / (2 * VT * math.log(3 + 2 * math.sqrt(2))) - 1) < 1e-4
assert occupancy_slope(psi_half) > max(occupancy_slope(psi_half + 0.01),
                                       occupancy_slope(psi_half - 0.01))

# Depletion layer: field from Poisson's equation, capacitance from its charge


def space_charge(psi):
    return Q * DOPING * (1 - math.exp(psi / VT))


def surface_field(psi):
    area = quad(space_charge, psi, 0.0, epsabs=0, epsrel=1e-11)[0]
    return math.sqrt(2 * area / (EPS_SEMI * EPS0))


field = surface_field(PSI)
c_depl = space_charge(PSI) / field
c_depl_seen = EPS_SEMI * EPS0 * (surface_field(PSI - step)
                                 - surface_field(PSI + step)) / (2 * step)
assert abs(c_depl_seen / c_depl - 1) < 1e-5
field_ox = EPS_SEMI * field / EPS_OX

# Neglected: lateral spread of surface potential, patches in parallel


def spread_peak(spread):
    psi = PSI + spread * np.linspace(-6, 6, 2401)
    weight = np.exp(-0.5 * ((psi - PSI) / spread) ** 2)
    weight /= weight.sum()
    _, taus, caps = derived(psi)

    def negative_loss(x):
        wt = math.exp(x) / tau * taus
        return -np.sum(weight * caps * wt / (1 + wt ** 2)) / c_t

    best = minimize_scalar(negative_loss, bounds=(-5, 5), method="bounded",
                           options={"xatol": 1e-7})
    return math.exp(best.x) / tau, -best.fun * c_t


SPREAD = 0.040
assert abs(spread_peak(1e-4)[1] / (c_t / 2) - 1) < 1e-3
omega_spread, loss_spread = spread_peak(SPREAD)

# Neglected: continuum of levels, by summing single levels over energy
capture, emission = rates(PSI)
depths = (BULK_GAP - PSI) + np.linspace(-0.40, 0.40, 8001)
f_all, tau_all, _ = derived(PSI, depths)


def continuum_loss(x):
    wt = x * capture * tau_all
    parts = f_all * (1 - f_all) / VT * wt / (1 + wt ** 2)
    return parts.sum() * (depths[1] - depths[0])


for x in (0.3, 2.0, 8.0):
    assert abs(continuum_loss(x) / (math.log(1 + x * x) / (2 * x)) - 1) < 1e-5
cont = minimize_scalar(lambda x: -continuum_loss(x), bounds=(0.5, 6),
                       method="bounded", options={"xatol": 1e-7})

# Neglected: finite amplitude; the leading error must grow as its square


def amplitude_error(amplitude):
    cap, _ = simulate(PSI, amplitude, 1 / tau)
    return abs(cap / (c_t / (1 + 1j)) - 1)


growth = amplitude_error(5e-3) / amplitude_error(2.5e-3)
assert abs(growth - 4) < 0.1

# Neglected: temperature of use, holes, degeneracy, supply, tunnelling
HOT = 350.0
tau_hot = 1 / sum(rates(PSI, HOT))
n_s = DOPING * math.exp(PSI / VT)
hole_ratio = (CN * NI ** 2 / n_s / (1 - f0)) * tau      # c_p taken equal to c_n
degeneracy = n_s / (NC_300 * 2 ** 1.5)
supply_ratio = CN * TRAPS * (1 - f0) / (V_THERMAL / 4)
kappa = math.sqrt(2 * OXIDE_MASS * const.m_e * BARRIER_EV * Q) / const.hbar
tunnel_exponent = 2 * kappa * OXIDE_NM * 1e-9
assert max(hole_ratio, degeneracy, supply_ratio) < 1e-2

two_pi = 2 * math.pi
print("INPUTS (rough, oxidised n-type silicon regime)")
print(f"temperature = {TEMP:.0f} K, kT = {VT*1e3:.2f} meV")
print(f"doping = {DOPING:.1e} cm^-3, band density of states = {NC_300:.1e} cm^-3")
print(f"intrinsic density = {NI:.1e} cm^-3")
print(f"relative permittivity: semiconductor {EPS_SEMI}, oxide {EPS_OX}")
print(f"oxide thickness = {OXIDE_NM:.0f} nm")
print(f"trap density = {TRAPS:.1e} cm^-2, level depth = {DEPTH:.2f} eV")
print(f"capture cross-section = {SIGMA_CAPTURE:.1e} cm^2")
print(f"thermal velocity = {V_THERMAL:.1e} cm/s, c_n = {CN:.1e} cm^3/s")
print(f"surface potential = {PSI:.2f} V")
print("MAIN RESULTS")
print(f"band edge minus Fermi level: bulk {BULK_GAP:.4f} eV, "
      f"surface {BULK_GAP-PSI:.4f} eV")
print(f"trap level minus Fermi level = {(BULK_GAP-PSI-DEPTH)*1e3:.2f} meV")
print(f"surface electron density n_s = {n_s:.3e} cm^-3")
print(f"capture rate c_n n_s = {capture:.3e} s^-1")
print(f"emission rate e_n = {emission:.3e} s^-1")
print(f"occupancy f0 = {f0:.4f}, f0(1-f0) = {f0*(1-f0):.4f}")
print(f"1/(c_n n_s) = {1e6/capture:.2f} us")
print(f"response time tau = {tau*1e6:.2f} us")
print(f"loss-peak frequency = {1e-3/(two_pi*tau):.2f} kHz")
print(f"trap capacitance C_T = {c_t*1e9:.2f} nF/cm^2")
print(f"peak G_p/omega = {c_t/2*1e9:.2f} nF/cm^2")
print(f"peak G_p = {c_t/(2*tau)*1e3:.3f} mS/cm^2")
print(f"depletion capacitance = {c_depl*1e9:.2f} nF/cm^2")
print(f"oxide capacitance = {EPS_OX*EPS0/(OXIDE_NM*1e-7)*1e9:.1f} nF/cm^2")
print("BIAS DEPENDENCE")
for psi in biases:
    fb, tb, cb = derived(psi)
    print(f"psi = {psi:.2f} V: f0 = {fb:.4f}, tau = {tb*1e6:.2f} us, "
          f"C_T = {cb*1e9:.2f} nF/cm^2")
print(f"C_T is largest at psi = {psi_half:.4f} V")
print(f"full width of C_T at half height = {width*1e3:.1f} mV")
print("CHECKS")
print(f"largest simulated-linear difference / C_T = {worst:.1e}")
print(f"simulated peak: omega tau = {peak_wt:.4f}, height/C_T = {peak_height:.5f}")
print("NEGLECTED EFFECTS")
print(f"potential spread {SPREAD*1e3:.0f} mV: peak G_p/omega = "
      f"{loss_spread*1e9:.2f} nF/cm^2")
print(f"  ratio to uniform peak = {loss_spread/(c_t/2):.3f}, "
      f"peak at {omega_spread/two_pi*1e-3:.2f} kHz")
print(f"continuum: peak at omega/(c_n n_s) = {cont.x:.3f}, "
      f"{cont.x*capture/two_pi*1e-3:.2f} kHz")
print(f"  peak (G_p/omega)/(q^2 D_it) = {-cont.fun:.4f} (single level/C_T: 0.5)")
for amp in (0.010, 0.025):
    print(f"surface amplitude {amp*1e3:.0f} mV: admittance error = "
          f"{100*amplitude_error(amp):.2f} %")
print(f"error growth when amplitude doubles = {growth:.3f}")
print(f"tau at {HOT:.0f} K, same surface potential = {tau_hot*1e6:.2f} us")
print(f"hole/electron relaxation rate = {hole_ratio:.1e}")
print(f"band-degeneracy correction = {degeneracy:.1e}")
print(f"trap capture velocity / thermal supply velocity = {supply_ratio:.1e}")
print(f"semiconductor surface field = {field*1e-6:.4f} MV/cm")
print(f"oxide field from semiconductor charge = {field_ox*1e-6:.4f} MV/cm")
print(f"oxide barrier = {BARRIER_EV} eV, tunnelling mass = {OXIDE_MASS} m_e")
print(f"tunnelling exponent through oxide = {tunnel_exponent:.0f}")
print("done: every assertion held")
```

It prints:

```
INPUTS (rough, oxidised n-type silicon regime)
temperature = 300 K, kT = 25.85 meV
doping = 1.0e+16 cm^-3, band density of states = 2.8e+19 cm^-3
intrinsic density = 1.0e+10 cm^-3
relative permittivity: semiconductor 11.7, oxide 3.9
oxide thickness = 10 nm
trap density = 1.0e+10 cm^-2, level depth = 0.40 eV
capture cross-section = 1.0e-15 cm^2
thermal velocity = 1.0e+07 cm/s, c_n = 1.0e-08 cm^3/s
surface potential = -0.20 V
MAIN RESULTS
band edge minus Fermi level: bulk 0.2052 eV, surface 0.4052 eV
trap level minus Fermi level = 5.20 meV
surface electron density n_s = 4.367e+12 cm^-3
capture rate c_n n_s = 4.367e+04 s^-1
emission rate e_n = 5.339e+04 s^-1
occupancy f0 = 0.4499, f0(1-f0) = 0.2475
1/(c_n n_s) = 22.90 us
response time tau = 10.30 us
loss-peak frequency = 15.45 kHz
trap capacitance C_T = 15.34 nF/cm^2
peak G_p/omega = 7.67 nF/cm^2
peak G_p = 0.744 mS/cm^2
depletion capacitance = 69.00 nF/cm^2
oxide capacitance = 345.3 nF/cm^2
BIAS DEPENDENCE
psi = -0.26 V: f0 = 0.0743, tau = 17.34 us, C_T = 4.26 nF/cm^2
psi = -0.20 V: f0 = 0.4499, tau = 10.30 us, C_T = 15.34 nF/cm^2
psi = -0.14 V: f0 = 0.8928, tau = 2.01 us, C_T = 5.93 nF/cm^2
C_T is largest at psi = -0.1948 V
full width of C_T at half height = 91.1 mV
CHECKS
largest simulated-linear difference / C_T = 1.2e-06
simulated peak: omega tau = 1.0000, height/C_T = 0.50000
NEGLECTED EFFECTS
potential spread 40 mV: peak G_p/omega = 4.81 nF/cm^2
  ratio to uniform peak = 0.627, peak at 16.88 kHz
continuum: peak at omega/(c_n n_s) = 1.980, 13.76 kHz
  peak (G_p/omega)/(q^2 D_it) = 0.4024 (single level/C_T: 0.5)
surface amplitude 10 mV: admittance error = 0.77 %
surface amplitude 25 mV: admittance error = 4.80 %
error growth when amplitude doubles = 4.000
tau at 350 K, same surface potential = 1.24 us
hole/electron relaxation rate = 4.3e-06
band-degeneracy correction = 5.5e-08
trap capture velocity / thermal supply velocity = 2.2e-05
semiconductor surface field = 0.0232 MV/cm
oxide field from semiconductor charge = 0.0696 MV/cm
oxide barrier = 3.1 eV, tunnelling mass = 0.42 m_e
tunnelling exponent through oxide = 117
done: every assertion held
```
